# Third-Order Energy from First-Order Wavefunctions, with Self-Consistent Screening: a numerical check

```python
"""
Result under test: if E(s) is the stationary value over x of F(x, s), with an
invertible Hessian at s = 0, the Taylor coefficient E3 of s**3 follows from the
zeroth- and first-order x alone:  E(s) = F(x0 + s*x1, s) + O(s**4).
Closed-shell mean field:  E3 = 2 Tr[(V + G(P1)) P2],
  V  perturbation (z for an electron in a field along z, atomic units),
  P1, P2  first- and second-order projectors built from first-order orbitals x,
  G(P) = 2J(P) - K(P)  Coulomb and exchange response.
Energy in a field f: E(f) = E(0) - mu f - alpha f^2/2 - beta f^3/6.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import fsolve, minimize_scalar
from pyscf import gto, scf, mp, ao2mo, lib

lib.num_threads(1)
BOHR = const.physical_constants["Bohr radius"][0] * 1e10        # angstrom
HARTREE = const.physical_constants["Hartree energy in eV"][0]   # eV
FIELD_AU = HARTREE / BOHR                                     # V/angstrom


def cubic_coefficient(energy, h):
    """Coefficient of s**3 from energies at +-h, +-2h, +-3h."""
    k = np.array([1.0, 2.0, 3.0])
    odd = np.array([(energy(j * h) - energy(-j * h)) / 2 for j in k])
    return np.linalg.solve(np.column_stack([k, k**3, k**5]), odd)[1] / h**3


# ---- General variational function of two coordinates ----
x, y, s = sp.symbols("x y s")
F = (sp.cosh(x) + y**2 + x*y/2 + x**3/3 + x*y**2/4
     + s*sp.sin(x + 2*y) + s*x*y + s**2*(x - y/3) + s**3/5)
q = (x, y)
origin = {x: 0, y: 0, s: 0}
hess = np.array([[float(sp.diff(F, a, b).subs(origin)) for b in q] for a in q])
mixed = np.array([float(sp.diff(F, a, s).subs(origin)) for a in q])
first = -np.linalg.solve(hess, mixed)
general_formula = float(sp.diff(F, s, 3).subs(origin)) / 6
for i, a in enumerate(q):
    general_formula += first[i] * float(sp.diff(F, a, s, 2).subs(origin)) / 2
    for j, b in enumerate(q):
        general_formula += (first[i] * first[j]
                            * float(sp.diff(F, a, b, s).subs(origin)) / 2)
        for k, c in enumerate(q):
            general_formula += (first[i] * first[j] * first[k]
                                * float(sp.diff(F, a, b, c).subs(origin)) / 6)
F_num = sp.lambdify((x, y, s), F, "numpy")
grad_num = sp.lambdify((x, y, s), [sp.diff(F, a) for a in q], "numpy")


def stationary_value(strength):
    point = fsolve(lambda p: grad_num(p[0], p[1], strength),
                   first * strength, xtol=1e-13)
    return float(F_num(point[0], point[1], strength))


general_direct = cubic_coefficient(stationary_value, 0.005)
assert abs(general_direct - general_formula) < 1e-4 * abs(general_formula) + 1e-5

# ---- Linear eigenvalue problem with a Hamiltonian cubic in s ----
rng = np.random.default_rng(4)


def random_hermitian(n):
    a = rng.normal(size=(n, n)) + 1j * rng.normal(size=(n, n))
    return 0.15 * (a + a.conj().T)


levels = np.array([0.0, 1.0, 1.7, 2.9, 3.3, 4.1])
H1, H2, H3 = (random_hermitian(6) for _ in range(3))
psi1 = np.zeros(6, complex)
psi1[1:] = -H1[1:, 0] / levels[1:]
matrix_formula = (psi1.conj() @ (H1 - H1[0, 0] * np.eye(6)) @ psi1
                  + 2 * (psi1.conj() @ H2[:, 0]).real + H3[0, 0]).real
radius, total = 0.04, 0.0
for angle in 2 * np.pi * np.arange(32) / 32:
    t = radius * np.exp(1j * angle)
    ev = np.linalg.eigvals(np.diag(levels) + t*H1 + t**2*H2 + t**3*H3)
    total += ev[np.argmin(abs(ev))] * np.exp(-3j * angle) / 32
matrix_direct = (total / radius**3).real
assert abs(matrix_direct - matrix_formula) < 1e-7

# ---- Lattice with a local density functional (nonzero third derivative) ----
SITES, OCC, U, CX = 6, 2, 1.0, 0.7
h_site = np.diag([0.0, 0.3, -0.2, 0.5, 0.1, -0.4]) \
    - np.eye(SITES, k=1) - np.eye(SITES, k=-1)
ramp = np.diag(np.arange(SITES) - 2.5)


def lattice_scf(strength):
    n = np.full(SITES, 2 * OCC / SITES)
    h = h_site + strength * ramp
    for _ in range(1000):
        e, c = np.linalg.eigh(h + np.diag(U*n - 4/3*CX*np.cbrt(n)))
        new = 2 * (c[:, :OCC]**2).sum(axis=1)
        change = abs(new - n).max()
        n = 0.6 * n + 0.4 * new
        if change < 1e-12:
            break
    assert change < 1e-10
    occ = c[:, :OCC]
    energy = 2*np.trace(occ.T @ h @ occ) + np.sum(U*new**2/2 - CX*new**(4/3))
    return energy, e, c, new


_, e, c, n0 = lattice_scf(0.0)
occ, vir = c[:, :OCC], c[:, OCC:]
pair = np.einsum("sa,si->sai", vir, occ).reshape(SITES, -1)
kernel2 = U - 4/9*CX*n0**(-2/3)
kernel3 = 8/27*CX*n0**(-5/3)
system = np.diag((e[OCC:, None] - e[None, :OCC]).ravel()) \
    + 4 * pair.T @ (kernel2[:, None] * pair)
xl = np.linalg.solve(system, -(vir.T @ ramp @ occ).ravel())
n1 = 4 * pair @ xl
xl = xl.reshape(SITES - OCC, OCC)
P2 = vir @ xl @ xl.T @ vir.T - occ @ xl.T @ xl @ occ.T
lattice_kernel_part = np.sum(kernel3 * n1**3) / 6
lattice_formula = 2*np.trace((ramp + np.diag(kernel2*n1)) @ P2) + lattice_kernel_part
lattice_direct = cubic_coefficient(lambda t: lattice_scf(t)[0], 0.01)
assert abs(lattice_direct - lattice_formula) < 2e-3 * abs(lattice_formula) + 1e-5

# ---- Singular Hessian: x**4/4 - s*x has no Taylor series in s ----
low, high = [minimize_scalar(lambda u, t=t: u**4/4 - t*u).fun for t in (1e-3, 1e-2)]
singular_power = np.log10(high / low)
assert abs(singular_power - 4/3) < 1e-3


# ---- Water molecule in a field along its dipole ----
def water(geometry, basis="aug-cc-pvdz"):
    r, angle = geometry
    side, up = r*np.sin(angle/2), r*np.cos(angle/2)
    return gto.M(atom=[["O", (0, 0, 0)], ["H", (0, side, up)], ["H", (0, -side, up)]],
                 basis=basis, unit="Angstrom", verbose=0)


def run_rhf(mol, field=0.0, guess=None, eri=None):
    """Total energy in the field (atomic units) and the mean-field object."""
    mf = scf.RHF(mol)
    mf._eri = mol.intor("int2e", aosym="s8") if eri is None else eri
    h = scf.hf.get_hcore(mol) + field * mol.intor("int1e_r")[2]
    mf.get_hcore = lambda *args: h
    mf.conv_tol, mf.conv_tol_grad, mf.max_cycle = 1e-11, 1e-8, 80
    energy = mf.kernel(guess)
    assert mf.converged
    return energy - field * (mol.atom_charges() @ mol.atom_coords()[:, 2]), mf


def dipole(mf):
    mol = mf.mol
    return (mol.atom_charges() @ mol.atom_coords()[:, 2]
            - np.sum(np.asarray(mf.make_rdm1()) * mol.intor("int1e_r")[2]))


# Equilibrium bond length (angstrom) and angle (radian) by Newton steps
geometry = np.array([0.944, np.radians(106.0)])
step = np.array([0.004, 0.01])
guess = None
for _ in range(2):
    en, dip = {}, {}
    for off in [(0, 0), (1, 0), (-1, 0), (0, 1), (0, -1), (1, 1), (-1, -1)]:
        en[off], mf = run_rhf(water(geometry + step*np.array(off)), guess=guess)
        dip[off] = dipole(mf)
        guess = np.array(mf.make_rdm1())
    slope = np.array([en[1, 0]-en[-1, 0], en[0, 1]-en[0, -1]]) / (2*step)
    stiff = np.diag([(en[1, 0]+en[-1, 0]-2*en[0, 0]) / step[0]**2,
                     (en[0, 1]+en[0, -1]-2*en[0, 0]) / step[1]**2])
    stiff[0, 1] = stiff[1, 0] = (en[1, 1]+en[-1, -1]-en[1, 0]-en[-1, 0]
                                 - en[0, 1]-en[0, -1]+2*en[0, 0]) / (2*step[0]*step[1])
    move = -np.linalg.solve(stiff, slope)
    geometry = geometry + move
assert np.all(abs(move) < 1e-3)
dipole_slope = np.array([dip[1, 0]-dip[-1, 0], dip[0, 1]-dip[0, -1]]) / (2*step)


def first_order(mf):
    """First-order orbitals and everything the energy formulas need."""
    no = mf.mol.nelectron // 2
    C, eps = mf.mo_coeff, mf.mo_energy
    Co, Cv = C[:, :no], C[:, no:]
    nv = Cv.shape[1]
    V = mf.mol.intor("int1e_r")[2]
    gap = eps[no:, None] - eps[None, :no]
    aibj = ao2mo.general(mf._eri, (Cv, Co, Cv, Co), compact=False).reshape(nv, no, nv, no)
    abij = ao2mo.general(mf._eri, (Cv, Cv, Co, Co), compact=False).reshape(nv, nv, no, no)
    M = 4*aibj - abij.transpose(0, 2, 1, 3) - aibj.transpose(0, 3, 2, 1)
    M = M.reshape(nv*no, nv*no) + np.diag(gap.ravel())
    Vvo = Cv.T @ V @ Co
    amp = np.linalg.solve(M, -Vvo.ravel()).reshape(nv, no)
    return amp, Co, Cv, V, Vvo, gap


def response_field(mf, P):
    J, K = mf.get_jk(mf.mol, P)
    return 2*J - K


def third_order(amp, Co, Cv, W):
    """2 Tr(W P2) with P2 made from first-order orbitals."""
    return 2 * (np.sum(amp * (Cv.T @ W @ Cv @ amp))
                - np.trace(amp.T @ amp @ (Co.T @ W @ Co)))


mol = water(geometry)
e_zero, mf0 = run_rhf(mol, guess=guess)
eri, guess = mf0._eri, np.array(mf0.make_rdm1())
amp, Co, Cv, V, Vvo, gap = first_order(mf0)
P1 = Cv @ amp @ Co.T
P1 = P1 + P1.T
G1 = response_field(mf0, P1)
residual = abs(gap*amp + Vvo + Cv.T @ G1 @ Co).max()
assert residual < 1e-7

mu = dipole(mf0)
alpha = -4 * np.sum(Vvo * amp)
beta_bare = -6 * third_order(amp, Co, Cv, V)
beta_self = -6 * third_order(amp, Co, Cv, G1)
beta = beta_bare + beta_self
amp_u = -Vvo / gap
alpha_u = -4 * np.sum(Vvo * amp_u)
beta_u = -6 * third_order(amp_u, Co, Cv, V)

# Finite-field energies: no response theory enters here
f0 = 0.1 / FIELD_AU
field_energy = {k: run_rhf(mol, k*f0, guess, eri)[0] for k in (-3, -2, -1, 1, 2, 3)}
beta_ff = -6 * cubic_coefficient(lambda f: field_energy[int(round(f/f0))], f0)
even = np.array([(field_energy[k]+field_energy[-k])/2 - e_zero for k in (1, 2, 3)])
kk = np.array([1.0, 2.0, 3.0])
alpha_ff = -2*np.linalg.solve(np.column_stack([kk**2, kk**4, kk**6]), even)[0] / f0**2
assert abs(alpha_ff - alpha) < 1e-3 * abs(alpha)
assert abs(beta_ff - beta) < 5e-3 * abs(beta) + 0.01


# Energy of the trial orbitals, first-order term only, in the full functional
def trial_energy(f, scale=1.0):
    a = scale * f * amp
    B = Co + Cv @ a
    P = B @ np.linalg.inv(np.eye(a.shape[1]) + a.T @ a) @ B.T
    h = mf0.get_hcore() + f*V
    nuclear = mol.energy_nuc() - f*(mol.atom_charges() @ mol.atom_coords()[:, 2])
    return 2*np.sum(h*P) + np.sum(P*response_field(mf0, P)) + nuclear


def trial_error(k, scale=1.0):
    return sum(trial_energy(j*f0, scale) - field_energy[j] for j in (k, -k)) / 2


order_good = np.log(trial_error(3) / trial_error(1)) / np.log(3)
order_bad = np.log(trial_error(3, 0.9) / trial_error(1, 0.9)) / np.log(3)
assert abs(order_good - 4) < 0.15 and abs(order_bad - 2) < 0.1


# Sensitivity to a one per cent error in the first-order orbitals
def second_order(a):
    P = Cv @ a @ Co.T
    P = P + P.T
    return 2*np.sum(gap*a*a) + 4*np.sum(Vvo*a) + np.sum(P*response_field(mf0, P))


change2 = second_order(1.01*amp) / second_order(amp) - 1
change3 = -6*third_order(1.01*amp, Co, Cv, V + 1.01*G1) / beta - 1
assert abs(change2 + 1e-4) < 1e-6

# ---- Effects left out of the example ----
f_big = 0.25 / FIELD_AU


def mp2_energy(f):
    energy, mf = run_rhf(mol, f, guess, eri)
    return energy + mp.MP2(mf, frozen=1).kernel()[0]


beta_mp2 = -6 * cubic_coefficient(mp2_energy, f_big)


def more_diffuse(element):
    shells = gto.basis.load("aug-cc-pvdz", element)
    extra = []
    for l in sorted({sh[0] for sh in shells}):
        ex = sorted({p[0] for sh in shells if sh[0] == l for p in sh[1:]})
        extra.append([l, [ex[0]**2 / ex[1], 1.0]])
    return shells + extra


_, mf_d = run_rhf(water(geometry, {"O": more_diffuse("O"), "H": more_diffuse("H")}))
amp_d, Co_d, Cv_d, V_d, _, _ = first_order(mf_d)
P_d = Cv_d @ amp_d @ Co_d.T
beta_diffuse = -6 * third_order(amp_d, Co_d, Cv_d, V_d + response_field(mf_d, P_d + P_d.T))

# Nuclei follow the field to first order; an arbitrary second-order shift
# must leave the cubic coefficient unchanged if that first-order motion is right
motion = np.linalg.solve(stiff, dipole_slope)


def relaxed_beta(second):
    return -6 * cubic_coefficient(
        lambda f: run_rhf(water(geometry + f*motion + f*f*second), f, guess)[0], f_big)


beta_relaxed = relaxed_beta(np.zeros(2))
beta_shifted = relaxed_beta(0.5 * motion / (3*f_big))
# A 1 per cent fault in the motion would shift beta by about this much:
one_percent = 0.01 * 6 * (dipole_slope @ motion) * 0.5 / (3*f_big)
assert abs(beta_shifted - beta_relaxed) < one_percent
alpha_nuclear = dipole_slope @ motion

kT = const.k * 300 / const.e
orient = mu * BOHR * 0.1 / kT
mean_cos = 1/np.tanh(orient) - 1/orient
ionization = -mf0.mo_energy[mol.nelectron//2 - 1]
tunnel = 4*np.sqrt(2)*ionization**1.5 / (3*f0)

A_UNIT, B_UNIT = BOHR**2/HARTREE, BOHR**3/HARTREE**2
bu = "e A^3/V^2"


def show(label, value, unit="", fmt=".4f"):
    print(f"{label}: {value:{fmt}} {unit}".rstrip())


print("Model tests (dimensionless; A = angstrom below)")
show("general E3, formula", general_formula, fmt=".6f")
show("general E3, direct", general_direct, fmt=".6f")
show("matrix E3, formula", matrix_formula, fmt=".8f")
show("matrix E3, contour", matrix_direct, fmt=".8f")
show("lattice E3, formula", lattice_formula, fmt=".6f")
show("lattice E3, direct", lattice_direct, fmt=".6f")
show("lattice third-derivative part", lattice_kernel_part, fmt=".6f")
show("singular case, power of s", singular_power)
print("Water, RHF/aug-cc-pVDZ, field along dipole")
show("O-H length", geometry[0], "A")
show("H-O-H angle", np.degrees(geometry[1]), "degree", ".2f")
show("field", f0*FIELD_AU, "V/A", ".3f")
show("field, converted", f0*FIELD_AU*100, "MV/cm", ".1f")
show("dipole mu", mu*BOHR, "e A")
show("alpha, first-order orbitals", alpha*A_UNIT, "e A^2/V", ".5f")
show("alpha, finite field", alpha_ff*A_UNIT, "e A^2/V", ".5f")
show("alpha, uncoupled", alpha_u*A_UNIT, "e A^2/V", ".5f")
show("beta, first-order orbitals", beta*B_UNIT, bu, ".4e")
show("beta, finite field", beta_ff*B_UNIT, bu, ".4e")
show("beta part from bare field", beta_bare*B_UNIT, bu, ".4e")
show("beta part from G(P1)", beta_self*B_UNIT, bu, ".4e")
show("beta, uncoupled", beta_u*B_UNIT, bu, ".4e")
show("beta, converted", beta*B_UNIT*const.e*1e-30, "C m^3/V^2", ".3e")
show("energy term -mu f", -mu*f0*HARTREE, "eV", ".4e")
show("energy term -alpha f^2/2", -alpha*f0**2/2*HARTREE, "eV", ".4e")
show("energy term -beta f^3/6", -beta*f0**3/6*HARTREE, "eV", ".4e")
show("quadratic/linear induced dipole", beta*f0/(2*alpha), fmt=".3e")
show("trial error at 0.1 V/A", trial_error(1)*HARTREE, "eV", ".2e")
show("trial error at 0.3 V/A", trial_error(3)*HARTREE, "eV", ".2e")
show("order of trial error", order_good, fmt=".3f")
show("order with x1 scaled by 0.9", order_bad, fmt=".3f")
show("E2 change for 1% error in x1", 100*change2, "%", ".4f")
show("E3 change for 1% error in x1", 100*change3, "%", ".3f")
print("Effects left out")
show("beta, MP2 frozen core", beta_mp2*B_UNIT, bu, ".3e")
show("beta, RHF, extra diffuse layer", beta_diffuse*B_UNIT, bu, ".3e")
show("beta, RHF, relaxed nuclei", beta_relaxed*B_UNIT, bu, ".3e")
show("same, second-order shift added", beta_shifted*B_UNIT, bu, ".3e")
show("alpha added by nuclei", alpha_nuclear*A_UNIT, "e A^2/V", ".5f")
show("thermal energy at 300 K", kT, "eV")
show("mu f / kT", orient, fmt=".3f")
show("mean cosine, free rotation", mean_cos, fmt=".3f")
show("ionization energy (Koopmans)", ionization*HARTREE, "eV", ".2f")
show("tunnelling exponent", tunnel, fmt=".0f")
print("checks complete")
```

Running it gives:

```
Model tests (dimensionless; A = angstrom below)
general E3, formula: 0.236929
general E3, direct: 0.236929
matrix E3, formula: -0.03570345
matrix E3, contour: -0.03570345
lattice E3, formula: -1.987912
lattice E3, direct: -1.987917
lattice third-derivative part: 0.185929
singular case, power of s: 1.3333
Water, RHF/aug-cc-pVDZ, field along dipole
O-H length: 0.9436 A
H-O-H angle: 105.93 degree
field: 0.100 V/A
field, converted: 10.0 MV/cm
dipole mu: 0.4090 e A
alpha, first-order orbitals: 0.08084 e A^2/V
alpha, finite field: 0.08084 e A^2/V
alpha, uncoupled: 0.06981 e A^2/V
beta, first-order orbitals: -8.7470e-04 e A^3/V^2
beta, finite field: -8.7471e-04 e A^3/V^2
beta part from bare field: -2.1339e-03 e A^3/V^2
beta part from G(P1): 1.2592e-03 e A^3/V^2
beta, uncoupled: -2.1172e-03 e A^3/V^2
beta, converted: -1.401e-52 C m^3/V^2
energy term -mu f: -4.0902e-02 eV
energy term -alpha f^2/2: -4.0422e-04 eV
energy term -beta f^3/6: 1.4578e-07 eV
quadratic/linear induced dipole: -5.410e-04
trial error at 0.1 V/A: 1.12e-08 eV
trial error at 0.3 V/A: 9.09e-07 eV
order of trial error: 4.000
order with x1 scaled by 0.9: 2.019
E2 change for 1% error in x1: -0.0100 %
E3 change for 1% error in x1: 0.542 %
Effects left out
beta, MP2 frozen core: -1.395e-03 e A^3/V^2
beta, RHF, extra diffuse layer: -8.613e-04 e A^3/V^2
beta, RHF, relaxed nuclei: 5.200e-04 e A^3/V^2
same, second-order shift added: 5.177e-04 e A^3/V^2
alpha added by nuclei: 0.00878 e A^2/V
thermal energy at 300 K: 0.0259 eV
mu f / kT: 1.582
mean cosine, free rotation: 0.456
ionization energy (Koopmans): 13.88 eV
tunnelling exponent: 353
checks complete
```
